Event-driven growth of competing intermetallic layers with nonnegative amounts

A thin film of metal A lies on a thick layer of B, and the pair is heated. Three compounds, A2B, AB and AB2, are stable, yet they need not all be visible at once. One layer may grow while another is eaten away, and a lost layer may return once its neighbour has thickened or the A film is used up. A simulation must decide which layers exist, never let a thickness go negative, and lose no atoms when the list of layers changes.

**Variables and interface balance**

Number the phases i = 0, 1, …, n+1 from A to B, with fixed atomic fractions of B running from x_0 = 0 to x_(n+1) = 1. The end members dissolve nothing. N_i ≥ 0 is the amount of atoms per area in phase i. Amounts are used because thickness is not conserved; the thickness is N_i V_i, with V_i the volume per mole of atoms.

Position is measured by atom count from the A side, so interface i|i+1 lies at s_i = N_0 + … + N_i. In this frame a flux F_i of B towards A is matched by an equal flux of A the other way. F_i is uniform inside a layer, since a line compound stores no excess B, and F_0 = F_(n+1) = 0.

Let Δ_i = x_(i+1) − x_i. If s_i advances by ds_i, that many atoms change from composition x_(i+1) to x_i, and their B content changes by −Δ_i ds_i. B arrives at rate F_(i+1) and leaves at rate F_i, so

−Δ_i ds_i/dt = F_(i+1) − F_i, or ds_i/dt = (F_i − F_(i+1))/Δ_i.

A layer grows by the difference of its two interface velocities:

dN_i/dt = −F_(i−1)/Δ_(i−1) + (1/Δ_(i−1) + 1/Δ_i) F_i − F_(i+1)/Δ_i.

For an end member the term of the missing outer interface is dropped. Written as dN/dt = B F, with x = 0, 1/3, 1/2, 2/3, 1, this is

dN_0/dt = −3F_1
dN_1/dt = 9F_1 − 6F_2
dN_2/dt = −6F_1 + 12F_2 − 6F_3
dN_3/dt = −6F_2 + 9F_3
dN_4/dt = −3F_3.

The total ΣN_i is constant because the interface velocities cancel in pairs. For element B, regrouping the sum by interfaces gives

d(Σx_i N_i)/dt = −Σ Δ_i ds_i/dt = −Σ(F_i − F_(i+1)) = F_(n+1) − F_0 = 0.

**Driving forces and resistances**

Let g_i be the free energy per mole of atoms and G = Σg_i N_i. The slope m_i = (g_(i+1) − g_i)/Δ_i is the chemical-potential difference μ_B − μ_A at which phases i and i+1 coexist. Regrouping by interfaces again,

dG/dt = −Σ m_i (F_i − F_(i+1)) = −Σ D_i F_i, with D_i = m_i − m_(i−1).

In matrix form D = −Bᵀg. D_i is the drop of μ_B − μ_A across layer i, positive for every compound if g is strictly convex in x.

With linear kinetics, diffusion through the layer uses N_i F_i/K_i of this drop, and the interface reactions are assumed to use ℓ_i F_i/K_i. Reactions driven by the interface velocities would instead couple neighbouring fluxes, and R would not be diagonal. When all layers are present,

F_i = D_i/R_i, R_i = (N_i + ℓ_i)/K_i.

The length ℓ_i, in units of amount, keeps the flux finite at zero thickness. When layer i is absent, ℓ_i/K_i is retained as part of the resistance of the merged contact. This is a closure assumption; a measured law for that contact could replace it. It has a cost: every listed phase that is absent, even a metastable one, adds resistance to the contact, and as K_i → 0 at fixed ℓ_i it stops the reaction altogether. In a real couple a slow phase can be missing while a fast one grows unhindered, so results for merged contacts depend on this closure and on which phases are listed.

**Rates with absent layers**

An absent phase may begin to grow but cannot shrink. The rates are defined by the problem

minimize ½FᵀRF − D·F, subject to (BF)_k ≥ 0 whenever N_k = 0.

Without constraints its solution is F_i = D_i/R_i. A multiplier λ_k ≥ 0 for each constraint gives the stationarity and complementarity conditions

RF = D + Bᵀλ, λ_k (BF)_k = 0.

F is unique, because R is positive definite and F = 0 is always allowed. For λ, suppose two solutions differ by v. Then Bᵀv = 0, which means that v has equal slopes on all composition intervals and is a straight line in x. It vanishes at every present phase. If two phases are present, v = 0 and λ is unique too.

Let Z be the set of phases held at zero and C the corresponding rows of B. Inserting F = R⁻¹(D + Cᵀλ) into CF = 0 gives

(C R⁻¹ Cᵀ) λ = −C R⁻¹ D.

The uniqueness argument shows that this matrix is positive definite. The right set Z has λ_k ≥ 0 inside it and nonnegative rates for the other absent phases. In tests on random states exactly one subset passed, and its fluxes agreed with those of a separate least-distance solver.

The constraints create no energy:

dG/dt = −D·F = −(RF − Bᵀλ)·F = −FᵀRF + λ·BF = −FᵀRF.

Since D + Bᵀλ = −Bᵀ(g − λ), an absent phase acts as if its free energy were g_k − λ_k. If the reaction stops, F = 0 and g − λ is a straight line a + bx through the present phases, so λ_k is the height of g_k above the common tangent. Any other amounts N′ with the same totals then have G(N′) = Σ(a + bx_i)N′_i + λ·N′ ≥ G(N). A stopped state is therefore an equilibrium.

The same reading shows why a stable phase can be missing. Suppose the absent phases in a contact had zero resistance and all stayed closed. Then RF = 0 for them, g − λ would be a chord across the gap, and λ_k = g_k − chord would be negative for convex g. That is forbidden, so at least one of them must open. In this model the absence of all of them rests on reaction resistance, not on a nucleation barrier, which is left out.

**Appearance and disappearance**

When a single shrinking layer reaches zero, its rate jumps from a negative value to zero: the old fluxes violate the new constraint, so by convexity the new minimum lies on its boundary. The complementarity problem must be solved again, because the multipliers of other absent phases may change too.

Appearance through a zero of λ_k is gentler. At fixed N, and with the other members of Z still held, (BF)_k is a linear function of λ_k with a positive slope S, because C R⁻¹ Cᵀ is positive definite. Holding phase k means choosing λ_k so that this function is zero. Releasing it means setting λ_k = 0, which gives

(dN_k/dt)_released = −S λ_k(held).

At λ_k = 0 both descriptions agree. If λ_k crosses zero with nonzero slope, the released rate starts as a(t − t_c) with a > 0, and N_k ≈ ½a(t − t_c)². A phase released because another layer has vanished can instead start at a finite rate. In the example below, AB would do so if A ran out before AB had returned.

Exhaustion of A needs no special code. With N_0 = 0 the constraint is −F_1/Δ_0 ≥ 0. While layers 1 and 2 are present, it opposes the positive drive D_1, so F_1 = 0. The row of layer 1 then reads 0 = D_1 − λ_0/Δ_0, and λ_0 = Δ_0 D_1 > 0 confirms the choice. Compound 1 has become the new end member.

**Pseudocode**

    N = initial amounts; t = 0
    Z = complementarity_set(N)
    loop:
        F, λ = solve_mode(N, Z)
        if F is zero within rounding: stop
        integrate dN/dt = B F(N, Z), rates in Z set to 0,
            until the first downward zero of
              N_k for k not in Z   (disappearance)
              λ_k for k in Z       (appearance)
        if disappearance of k:
            record |N_k|; N_k = 0
            Z = complementarity_set(N)
        if appearance of k:
            N_k = 0; remove k from Z

    complementarity_set(N):
        W = phases with N_k = 0
        for each subset Z of W:
            F, λ = solve_mode(N, Z)
            accept if λ > 0 on Z and (BF) > 0 on W without Z

The strict signs suit isolated, nondegenerate events.

**Cost and stability**

Each column of B has three entries, so C R⁻¹ Cᵀ is banded and a rate evaluation costs of order n operations with a banded solver. Enumeration tries 2^|W| subsets, |W| being the number of absent phases, but only at the start and at disappearances. For many phases a nonnegative least-squares or pivoting solver should replace it.

Reaction resistance also limits stiffness. With all compounds present and D_i > 0, differentiating F_i = D_i/R_i gives −K_i D_i/(N_i + ℓ_i)² times column i of B. With b_i = 1/Δ_(i−1) + 1/Δ_i, the absolute entries of that column within the compound block sum to at most 2b_i. The block is symmetric positive definite, so the decay rates are real and do not exceed the largest 2b_i K_i D_i/(N_i + ℓ_i)². Explicit Euler is then linearly stable if

h ≤ min over i of (N_i + ℓ_i)²/(b_i K_i D_i).

The bound shrinks as ℓ_i² for a new layer. For very small ℓ_i an implicit method is the better choice.

**Worked example**

The parameters are round model values, not those of a named material. Linear reaction kinetics are justified only while the drop ℓ_i F_i/K_i is small against RT, about 5 kJ/mol at 600 K. Here it can exceed 100 kJ/mol, so the times and critical thicknesses illustrate the method and do not predict those of a real couple. The free energies 0, −40, −42, −34, 0 kJ/mol give slopes −120, −12, 48, 102 and drives D = 108, 60, 54 kJ/mol. K is 10⁻⁴, 5×10⁻⁵ and 2×10⁻⁵ mmol² m⁻⁴ s⁻¹ per kJ/mol, and ℓ is 0.5, 2 and 2 mmol/m². The start is 6 mmol/m² of A (42 nm), an AB seed of 0.4 mmol/m² (3 nm) and 20 mmol/m² of B (240 nm). Six events follow:

- 5.7 s: the AB seed vanishes.
- 662 s: AB returns.
- 1121 s: A is exhausted.
- 1295 s: AB2 appears.
- 4959 s: A2B vanishes.
- 25,597 s: AB vanishes, leaving AB2 and B.

The seed dies because thin A2B carries a large flux. At that moment N_1 = 0.637 mmol/m², so F_1 = 108 × 10⁻⁴/1.137 = 0.0095 mmol m⁻² s⁻¹, and the term −6F_1 outweighs the supply from F_2. The AB rate is −0.048 mmol m⁻² s⁻¹ just before the event and zero within rounding after it.

Until AB returns, only A2B separates A and B. Interfaces 1, 2 and 3 coincide and move at a common velocity v. From F_i − F_(i+1) = Δ_i v and F_4 = 0, summation gives F_i = (1 − x_i)v. Hence F_i = w_i F_1, with w_i = (1 − x_i)/(1 − x_1) = 1, 3/4, 1/2. Multiplying RF = D + Bᵀλ by w removes λ, because Bw = 0 for the two absent phases:

F_1 = Σw_i D_i/(R_1 + ρ), ρ = w_2² ℓ_2/K_2 + w_3² ℓ_3/K_3.

Here Σw_i D_i = 108 + 45 + 27 = 180 kJ/mol. With ℓ_2/K_2 = 40,000 and ℓ_3/K_3 = 100,000, ρ = 22,500 + 25,000 = 47,500, all resistances being in kJ/mol per mmol m⁻² s⁻¹. When the seed vanishes, F_1 therefore drops from 0.0095 to 180/(11,374 + 47,500) = 0.0031 mmol m⁻² s⁻¹ although the drive has risen. This jump comes from the closure for the merged contact.

The first row of RF = D + Bᵀλ is R_1 F_1 = D_1 − λ_2/Δ_1. As A2B thickens, R_1 F_1 = 180R_1/(R_1 + 47,500) rises, so λ_2 falls. It reaches zero when

180R_1 = 108(R_1 + 47,500), R_1 = 71,250.

The critical amount is N_1 = K_1 R_1 − ℓ_1 = 7.125 − 0.5 = 6.625 mmol/m², or 46 nm, as the located event shows.

Since dN_1/dt = 9F_1 − 6 × (3/4)F_1 = 4.5F_1, the time spent without AB follows from

(10⁴N_1 + 52,500) dN_1 = 810 dt,

where 52,500 = ℓ_1/K_1 + ρ. For N_1 much below 5.25 mmol/m² growth is linear in time; far above it, growth is parabolic. Integration from 0.6374 to 6.625 gives 656.5 s, the simulated interval. Neither limiting law alone would serve here.

AB2 must wait for AB. While AB2 is absent, dN_3/dt = 0 requires F_3 = (2/3)F_2. At release λ_3 = 0, so both fluxes take their unconstrained values:

54/100,000 = (2/3) × 60 × 5×10⁻⁵/(N_2 + 2).

This gives N_2 = 1.704 mmol/m², again the located value. F_1 does not enter, so while A2B is present the threshold is the same whether or not A remains.

After A2B vanishes, F_1 = F_2 = 0, and AB2 grows at 9F_3 while AB shrinks at 6F_3. The remaining 10.526 mmol/m² of AB therefore yields 15.789 mmol/m² of AB2, raising it from 2.811 to 18.600. With F_3 = K_3 D_3/(N_3 + ℓ_3), integration gives

[(18.600² − 2.811²)/2 + 2 × 15.789]/(9 × 0.00108) ≈ 20,640 s,

which agrees with the simulation. This one stage takes about four fifths of the total time.

**Checking mass balance through events**

The global totals are a necessary check but a weak one. Each Runge–Kutta stage satisfies the two conservation laws, and so does an interpolant built linearly from the stages, even if a flux is wrong. Their largest errors, about 10⁻¹² mmol/m², mainly show that resetting vanished layers to zero does no harm.

A local balance asks more: the layers must move as the local flux requires, through every event. It too holds for any F inserted in dN/dt = BF, so it tests the bookkeeping and not the flux law. The comparison of dissipation with the fall in G, given below, does involve that law, but it cannot reveal a layer wrongly held at zero, since λ·BF = 0 there whatever the sign of λ. Fix a marker at atom count s* inside phase i. The B content on its A side is

Q = Σ_(j<i) x_j N_j + x_i (s* − s_(i−1)).

Differentiating and regrouping by interfaces,

dQ/dt = −Σ_(j<i) Δ_j ds_j/dt = −Σ_(j<i) (F_j − F_(j+1)) = F_i − F_0 = F_i.

Q stays continuous when an interface passes the marker, so the change of Q must equal the time integral of whichever flux is local, through all events. For s* = 5 mmol/m² the marker starts in A and ends in AB2, and Q rises by 5 × 2/3 = 3.3333; the integrated flux is 3.3334 mmol/m². For s* = 10 mmol/m² both values are 2.8667. The small difference lies within the quadrature tolerance.

The end state follows from the totals. There are 26.4 mmol/m² of atoms, of which 20.2 are B. With y of AB2 and 26.4 − y of B, (2/3)y + 26.4 − y = 20.2 gives y = 18.6 mmol/m² (149 nm) and 7.8 of B (94 nm). Direct minimization of G gives the same state. The integrated dissipation, 615.6 J/m², matches the fall in G. The total thickness drops from 285 to 242 nm with no atom lost, because the molar volumes differ.

**Failure modes**

Clipping negative amounts to zero is not a substitute for the constraint. In a test that ignored λ, clipped after each explicit step and ran to 1.05 times the time of the last event, 34.68 mmol/m² of atoms were created with 1500 steps and 34.66 with 6000, more than the original 26.4. Most of them came from clipping the exhausted A. Refinement does not help: each clip creates about h|dN_k/dt| atoms, and the number of clips grows as 1/h, so for a given end time the sum tends to a fixed time integral, which keeps growing if the run is extended.

A sound alternative without event location freezes R over a step and imposes N + hBF ≥ 0 inside the minimization. On a time grid graded as t_j ∝ j³, so that the steps are short at the start, its largest error in any amount, relative to the event-driven solution, was 0.0164 mmol/m² with 1500 steps and 0.0041 with 6000. The fourfold fall for four times as many steps is first-order behaviour. The grading matters: equal steps of about 18 s or 4.5 s exceed the Euler bound of 2.6 s for the new A2B layer, give errors near 0.1 mmol/m², and do not yet show this fall. It conserves mass but does not locate the event times exactly.

The event method has its own hazards:

- A layer released at a zero of λ_k starts at N_k = 0 with zero rate, and rounding can trigger a false disappearance. The first step must carry it clear of zero, or its event must be disarmed briefly.
- A long step can jump over an appearance followed by a disappearance. The step needs a cap.
- Trial steps may overshoot to negative N_k before the event is located. They must stay above −ℓ_k, where R_k changes sign.
- Layers that vanish together must all be set to zero before the complementarity problem is solved again. If the strict signs then fail, or if a λ_k touches zero without crossing, a test on higher time derivatives may be needed.
- If a single stable phase remains, λ is no longer unique, although F = 0 is.

Outside the model lie nucleation barriers, wide homogeneity ranges, stress, grain-boundary paths that change K with time, and layers that break up laterally. Any of these can shift or reorder the events. The balance dN/dt = BF survives only those that leave the layers flat line compounds in the assumed order.

The numerical output below gives the amounts and thicknesses at every event.

Computed values

```
phases: A A2B AB AB2 B
fraction of B: 0.0000 0.3333 0.5000 0.6667 1.0000
free energy g (kJ/mol): 0.0 -40.0 -42.0 -34.0 0.0
driving forces D (kJ/mol): 108.0 60.0 54.0
K (mmol2 m-4 s-1 per kJ/mol): 1.0e-04 5.0e-05 2.0e-05
reaction lengths ell (mmol/m2): 0.5 2.0 2.0
molar volumes (cm3/mol atoms): 7.0 7.0 7.5 8.0 12.0
initial amounts (mmol/m2): 6.00 0.00 0.40 0.00 20.00
initial thicknesses (nm): 42.00 0.00 3.00 0.00 240.00
event 1: AB vanishes at 5.703 s
  amounts (mmol/m2): 5.7751 0.6374 0.0000 0.0000 19.9875
  thicknesses (nm): 40.43 4.46 0.00 0.00 239.85
event 2: AB appears at 662.209 s
  amounts (mmol/m2): 1.7833 6.6250 0.0000 0.0000 17.9917
  thicknesses (nm): 12.48 46.38 0.00 0.00 215.90
event 3: A vanishes at 1121.205 s
  amounts (mmol/m2): 0.0000 8.9660 0.4454 0.0000 16.9887
  thicknesses (nm): 0.00 62.76 3.34 0.00 203.86
event 4: AB2 appears at 1294.776 s
  amounts (mmol/m2): 0.0000 8.0222 1.7037 0.0000 16.6741
  thicknesses (nm): 0.00 56.16 12.78 0.00 200.09
event 5: A2B vanishes at 4958.790 s
  amounts (mmol/m2): 0.0000 0.0000 10.5258 2.8113 13.0629
  thicknesses (nm): 0.00 0.00 78.94 22.49 156.75
event 6: AB vanishes at 25597.246 s
  amounts (mmol/m2): 0.0000 0.0000 0.0000 18.6000 7.8000
  thicknesses (nm): 0.00 0.00 0.00 148.80 93.60
seed rate before vanishing: -0.04788 mmol/m2/s
seed rate after vanishing: 1.2e-17 mmol/m2/s
critical A2B amount for AB: 6.62500 mmol/m2
critical AB amount for AB2: 1.70370 mmol/m2
AB absent, simulated: 656.506 s
AB absent, closed form: 656.506 s
last stage, simulated: 20638.46 s
last stage, closed form: 20638.46 s
AB amount ratio, 10 s to 5 s after return: 3.961
total thickness, start: 285.00 nm
total thickness, end: 242.40 nm
free energy released: 615.600 J/m2
integrated dissipation: 615.600 J/m2
final multipliers A, A2B, AB (kJ/mol): 102.00 28.00 9.00
marker positions (mmol/m2): 5.0 10.0
B gained left of markers (mmol/m2): 3.3333 2.8667
B carried by flux (mmol/m2): 3.3334 2.8667
largest atom balance error: 1.1e-12 mmol/m2
largest element B error: 2.9e-13 mmol/m2
largest amount reset at an event: 3.3e-16 mmol/m2
event-free scheme error, 1500 and 6000 steps (mmol/m2): 0.0164 0.0041
atoms created by clipping, same steps (mmol/m2): 34.68 34.66
```
